# Why the resistance of a barium titanate thermistor peaks and falls

**Question.** A donor-doped barium titanate ceramic, heated above its Curie point, becomes more resistive by orders of magnitude. On further heating its resistance passes through a maximum and falls. The fall is attributed to acceptor levels at the grain boundaries that rise to the Fermi energy and release their trapped electrons. How does the release lower the resistance, and where does the level stand at the maximum?

**Answer.**

**The mechanism**

The acceptor states at a grain boundary hold electrons taken from the grains on both sides. The boundary is therefore negative, and next to it lie two layers of uncompensated positive donors. An electron crossing from grain to grain must climb a potential-energy barrier $\phi$. Above the Curie point the permittivity drops as the temperature rises, so the same charge produces a higher barrier. While the states stay full, $\phi/kT$ grows and so does the resistance.

The trap level is fixed relative to the conduction-band edge at the boundary, and that edge is lifted by $\phi$. The growing barrier thus carries the level up towards the Fermi energy. When it comes within a few $kT$, some electrons leave. The boundary charge shrinks, and the barrier can no longer keep pace with $kT$. The released electrons return to the grains and neutralize donors at the edges of the depletion layers, which become narrower. The density in the grain interior remains equal to the donor density. The resistance falls because the loss of charge keeps the barrier from growing as fast as $kT$, and hardly at all because the grains gain carriers.

**Barrier and filling**

Let $N_s$ be the number of acceptor states per area, $f$ their filled fraction, $h=1-f$ the empty fraction, and $N_d$ the density of ionized donors. I assume a single sharp level, fully depleted layers of width $w$ on each side, thermal equilibrium and a linear dielectric with

$$\varepsilon=\frac{\varepsilon_0C}{T-\theta}.$$

Neutrality requires $2wN_d=fN_s$. At distance $z$ from the boundary the electron energy $U$ obeys $U''=e^2N_d/\varepsilon$, with $U=U'=0$ at $z=w$. Two integrations give $U=e^2N_d(w-z)^2/(2\varepsilon)$, and at $z=0$

$$\phi=\frac{e^2N_dw^2}{2\varepsilon}=\frac{e^2f^2N_s^2}{8\varepsilon N_d}.\tag{1}$$

With full traps, $\phi$ is proportional to $T-\theta$.

For non-degenerate electrons the Fermi energy lies $\zeta=kT\ln(N_c/N_d)$ below the band edge of the grain interior, where $N_c\propto T^{3/2}$ is the effective density of states. A trap at depth $E_s$ below the band edge at the boundary then has the energy $\phi+\zeta-E_s$ relative to the Fermi energy, so

$$f=\frac{1}{1+g\,e^{y}},\qquad y=\frac{\phi+\zeta-E_s}{kT},\tag{2}$$

with degeneracy factor $g$. Equation (1) makes $\phi$ increase with $f$, while (2) makes $f$ decrease with $\phi$. They have one common solution. This is a negative feedback: each electron released lowers the barrier and so holds the level back.

**Resistance**

The mean free path is short compared with the distance over which the barrier drops by $kT$, so the current follows drift and diffusion: $J=\mu n\,dF/dz$, where $F$ is the local Fermi energy. The gradient of $F$ is already of first order in the voltage $V$, so $n$ may be given its equilibrium value. Integrating $dF=J\,dz/(\mu n)$ to the total drop $eV$ gives the resistance for unit area,

$$R=\frac VJ=\int\frac{dz}{e\mu n}.$$

With $n=N_de^{-U/kT}$, $x=\phi/kT$ and $u=1-z/w$, the two layers contribute

$$R=\frac{2w}{e\mu N_d}\,I,\qquad I=\int_0^1e^{xu^2}du=e^xK,\tag{3}$$

where $K=D(\sqrt x)/\sqrt x$ and $D$ is Dawson's function. For a high barrier only the region near $u=1$ counts. There $u^2\approx1-2(1-u)$, which gives $K\approx1/(2x)$.

**The condition for the maximum**

Write $q=\theta/(T-\theta)$ and $s=E_s/kT$, and let a dot denote $T\,d/dT$. Equation (1) gives $x\propto(1-\theta/T)f^2$. The logarithmic derivative of $1-\theta/T$ is $q$, so

$$\frac{\dot x}{x}=q+2\frac{\dot f}{f}.\tag{4}$$

From (2), $\dot f/f=-h\dot y$. Since $y=x+\ln(N_c/N_d)-s$, we have $\dot y=\dot x+\tfrac32+s$. Inserting this in (4) and collecting $\dot x$,

$$\dot x\left(\frac1x+2h\right)=q-h(3+2s).\tag{5}$$

The first term on the right is the drive from the falling permittivity. The second is the loss of charge.

For the resistance, integration by parts gives $dI/dx=\int_0^1u^2e^{xu^2}du=(e^x-I)/(2x)$, hence $d\ln I/dx=1/(2xK)-1/(2x)$. The width is proportional to $f$, and (4) gives $\dot f/f=\tfrac12(\dot x/x-q)$. At constant mobility the sum is

$$\frac{d\ln R}{d\ln T}=\frac{\dot x}{2xK}-\frac{\dot x}{2x}+\frac{\dot x}{2x}-\frac q2=\frac{\dot x}{2xK}-\frac q2.\tag{6}$$

At the maximum, therefore, $\dot x=qxK$. Substitution in (5) gives $qK+2hqxK=q-h(3+2s)$, or

$$h=\frac{q(1-K)}{3+2s+2qxK}.\tag{7}$$

The trap depth is many times $kT$, so $s$ is large. Unless the maximum lies close to $\theta$, where $q$ is large too, a small empty fraction is enough to stop the rise. For a high barrier, where $K$ is small and $2xK\approx1$, the traps are less than half empty at the maximum if $q<3+2s$. This fails only if the maximum lies very close to $\theta$.

The barrier height itself is still growing at the maximum. From $\phi=kTx$,

$$\frac{d\phi}{dT}=\frac{\phi}{T}\left(1+\frac{\dot x}{x}\right)=\frac{\phi}{T}(1+qK)>0.$$

Since $\dot x>0$ there too, $\phi/kT$ peaks slightly later, when (5) vanishes at $h=q/(3+2s)$. The height $\phi$ peaks later still, when $\dot x=-x$. Equation (5) then gives $h(3+2s-2x)=1+q$.

**Two limits that separate the causes**

If the traps could not empty, $h=0$ and (5) gives $\dot x=qx$. Then (6) becomes $\tfrac q2(1/K-1)$, which is positive because $K<1$. The resistance would rise without a maximum. If instead the permittivity were constant, (1) would give $x\propto f^2/T$, and $q$ would be replaced by $-1$ throughout. With full traps the slope would be $-\tfrac12(1/K-1)$, a fall from the start. The rise needs the falling permittivity; in this model the maximum needs the emptying of the traps.

**Numbers**

Take $N_d=2\times10^{18}$ cm$^{-3}$, $N_s=9\times10^{13}$ cm$^{-2}$, $E_s=1.0$ eV, $C=1.5\times10^5$ K, $\theta=383$ K, an effective mass of 5 electron masses, $\mu=0.5$ cm$^2$/Vs, $g=1$ and grains of size $L=5$ µm.

Solving (1) and (2) together and maximizing (3) puts the peak at 500.5 K, or about 227 °C. With full traps the barrier would be $6.107\ \text{meV/K}\times117.5\ \text{K}=0.718$ eV. The filling is $f=0.9404$, so $\phi=0.718\times0.9404^2\approx0.635$ eV. With $kT=0.0431$ eV this is $x=14.7$. The trap level lies at

$$0.635+0.246-1.000=-0.119\ \text{eV},$$

which is 2.8 $kT$ below the Fermi energy. Equation (7), with $q=3.259$, $K=0.0353$ and $s=23.19$, gives

$$h=\frac{3.259\times0.9647}{3+46.38+3.39}=0.060,$$

in agreement with the direct maximization. Six per cent of the traps have emptied.

One boundary per grain length adds $R/L$ to the resistivity of the ceramic. The grain material has 6.24 Ω cm and $w=212$ nm, so the boundary part is $6.24\times(2w/L)\,e^xK\approx4.6\times10^4$ Ω cm.

The barrier height peaks near 547 K at 0.656 eV. The level meets the Fermi energy only at 764 K, where half the traps are empty. Had the traps stayed full, it would have arrived at 506 K. This simpler estimate lies near the resistance peak here, but with $N_s=7\times10^{13}$ cm$^{-2}$ and all else fixed it is 21 K too high.

At 600 K the resistivity is lower than at the peak by a factor of 10. The filling has dropped from 0.940 to 0.699, and the electrons released amount to

$$\frac{N_s\,\Delta f}{N_dL}=\frac{9\times10^{13}\times0.241}{2\times10^{18}\times5\times10^{-4}}\approx2\%$$

of the donors, counting one boundary per length $L$. A grain with boundaries on all sides gains two to three times as much, which is still only a few per cent. That cannot account for a tenfold fall. The decrease of $x$ from 14.72 to 12.52 does so, since $e^{2.20}\approx9$; the changes in $w$ and $K$ supply the rest. The barrier itself is slightly higher at 600 K than at the peak, 0.647 against 0.635 eV. Thus $x$ drops because $kT$ has grown while the loss of charge held $\phi$ nearly fixed. With traps held full, the resistivity at 600 K would be $1.5\times10^9$ Ω cm instead of $4.5\times10^3$ Ω cm.

The apparent activation energy on the falling side is, from (6),

$$E_a=\frac{d\ln R}{d(1/kT)}=kT\left(\frac q2-\frac{\dot x}{2xK}\right).$$

At 600 K it is 0.83 eV, while $\phi=0.65$ eV and $E_s=1.0$ eV. It exceeds $\phi$ mainly because the barrier is by then shrinking with temperature. Reading it as either the barrier height or the trap depth would be wrong here.

**Real ceramics and the limits of the model**

The parameters are rough values for a thermistor ceramic, except that $N_d$ is low: donor additions of a few tenths of a per cent correspond to more than $10^{19}$ cm$^{-3}$. By (1), the same barrier at equal filling then needs $N_s$ to grow as $\sqrt{N_d}$. The computed rise, from about 10 Ω cm at 405 K (17 Ω cm if the electron tail of the depletion layer is kept) to $4.6\times10^4$ Ω cm, is of the size found in real devices, which is several orders of magnitude. The low resistance below the Curie point involves the ferroelectric polarization and is not treated here.

Real boundaries are not identical. Changing $N_s$ uniformly from $7\times10^{13}$ to $1.1\times10^{14}$ cm$^{-2}$, with the other inputs fixed, moves the peak from 554 to 469 K and raises its resistivity from $3\times10^3$ to $3\times10^5$ Ω cm. The peak resistivity is thus far more sensitive to the boundary chemistry than the peak temperature is. Nor need the level be sharp, and (7) holds only for a sharp one. With a Gaussian spread of depths of standard deviation 0.1 eV the peak moves by less than 2 K, but 10% of the traps are empty there. The centre of the distribution then lies 3.8 $kT$ below the Fermi energy, and the peak resistance is 0.36 of its former value. A spread of 0.2 eV gives 18% empty and a resistance about eleven times smaller.

Other corrections were computed one at a time. The electron tail of the depletion layer lowers the peak temperature by 6 K and raises the peak boundary resistance by a factor of 1.5. Halving the effective mass raises the peak temperature by 6.5 K and the resistance by a factor of 1.9. The band picture behind this mass is itself uncertain, because the mobility implies a mean free path of about 0.1 nm, shorter than the lattice constant. With one state per titanium site instead, $N_c=1.56\times10^{22}$ cm$^{-3}$ at all temperatures, the peak lies 19 K lower and its resistance is smaller by a factor of about 7. A cubic dielectric term of rough size $10^9$ V m$^5$/C$^3$ shifts the peak by 3 K, in a direction set by its sign. Its weight relative to the linear term grows as the square of the boundary polarization, so it can be small at the low doping used here and large at higher doping. At $N_d=2\times10^{19}$ cm$^{-3}$, with $N_s$ raised as $\sqrt{N_d}$, the same term shifts the peak by more than 30 K and changes the peak resistance by a factor of two to three. The cubic term is then no longer a small correction. With the negative sign it makes $dE/dP$ negative at the boundary, so terms of higher order are needed for stability and that figure has no meaning without them. With typical Landau coefficients along a cube axis, taken up to the seventh power of $P$ in the field, the shift is about 8 K and the peak resistance falls by about a third. For such ceramics (1) and (7) show the mechanism rather than accurate values.

The result also requires a small voltage. A field of 86 V/cm puts $kT/e$ across each boundary. With the boundary charge held fixed, this lowers $R$ by about 4%, and five times that field brings it below half its low-voltage value. These figures describe short pulses only. For a capture area of $10^{-15}$ cm$^2$ a trap emits some 300 times per second at the peak, so a steady voltage lets the filling adjust. The traps then capture more electrons: $R$ rises by about 3% at $kT/e$ per boundary and by about 12% at $5kT/e$, and falls to half only near $10kT/e$, when the traps are almost full. A table of temperatures and several of the parameter changes are in the numerical output.

## Numbers as computed

```
INPUTS (rough typical values)
Nd = 2.0e+18 cm^-3, Ns = 9.0e+13 cm^-2
Es = 1.00 eV, C = 1.50e+05 K, theta = 383 K
mass = 5.0 m0, mobility = 0.50 cm2/Vs, g = 1
grain size = 5.0 um
full-trap barrier growth = 6.107 meV/K
grain resistivity = 6.24 ohm cm
TABLE: T (K), filled f, phi (eV), phi/kT, level-EF (eV), rho (ohm cm)
 405.0 1.000 0.134   3.85 -0.677 9.84e+00
 450.0 1.000 0.409  10.55 -0.376 1.08e+03
 500.5 0.940 0.635  14.72 -0.119 4.58e+04
 550.0 0.802 0.656  13.85 -0.066 1.75e+04
 600.0 0.699 0.647  12.52 -0.044 4.48e+03
 700.0 0.561 0.610  10.12 -0.015 4.15e+02
EVENTS
resistance peak at 500.5 K = 227.4 C
phi/kT peak at 502.4 K; phi peak at 546.7 K
phi at its own peak = 0.656 eV
trap level meets Fermi energy at 764.2 K
it would with traps held full at 505.9 K
AT THE RESISTANCE PEAK
kT = 0.04313 eV, zeta = 0.246 eV, Es/kT = 23.19
q = 3.259, x = 14.72, K = 0.0353
empty fraction: solved 0.0596, formula 0.0596
level below Fermi energy by 2.76 kT
relative permittivity = 1276, width w = 212 nm
dphi/dT = 1.41 meV/K
BEYOND THE PEAK, at 600 K
resistivity has fallen by a factor 10.23
gain in electrons per grain = 2.17 %
apparent activation energy = 0.827 eV
rho with traps held full = 1.51e+09 ohm cm
SCAN: Ns (cm^-2), Es (eV), T peak, T full-trap, T cross (K), rho peak (ohm cm)
9.0e+13 1.0 500.5 505.9 764.2 4.58e+04
7.0e+13 1.0 553.8 574.4 907.0 3.10e+03
1.1e+14 1.0 469.1 467.8 666.7 3.25e+05
9.0e+13 0.9 487.9 491.0 718.8 1.07e+04
9.0e+13 1.1 513.3 520.7 809.5 1.84e+05
NEGLECTED: shift of peak (K), factor on peak boundary resistance
electron tail: -6.1, 1.47
B = +1e9 V m5/C3: -3.1, 1.10
B = -1e9 V m5/C3: +3.1, 0.91
mobility ~ T^-1.5: +1.8, 2.16
trap factor g = 2: -4.2, 0.65
mass halved: +6.5, 1.90
boundary field = 0.060 MV/cm, polarization = 6.8 uC/cm2
mean free path = 0.088 nm; barrier drops kT in 7.2 nm
tunnelling energy E00 = 0.33 meV; Nd/Nc = 0.0033
applied field for kT/e per boundary = 86 V/cm
R(V)/R(0) there = 0.964, at 5 kT/e = 0.464 (fixed charge)
trap emission rate (capture area 1e-15 cm2) = 320 per s
```
